Berry-curvature phase space, filled-band charge and the anomalous Nernst–Hall relation

**Form of the answer**

A magnetic field enters the motion of an electron through eB/ħ, an inverse area. The Berry curvature Ω of a band is an area. Both are axial vectors and both change sign under time reversal, so (e/ħ)B·Ω is a dimensionless scalar allowed by symmetry. If Ω is the geometric quantity that corrects the counting of states, the phase-space density is, to first order in B,

D = 1 + c(e/ħ)B·Ω.

The number c remains to be found. Similarly, a transverse current driven by a temperature gradient can contain eΩ/ħ multiplied by an entropy. The dynamics must fix the coefficients and show which entropy appears.

**Setting and theorem**

The algebra uses atomic units, e = ħ = 1, with the force on an electron written −E − ṙ×B; k_B is kept. Independent electrons occupy a nondegenerate band with energy ε(k) and periodic states |u(k)⟩, separated from other bands. Fields vary slowly and are too weak for interband tunnelling. Define

a = i⟨u|∇u⟩, Ω = ∇×a = i⟨∇u|×|∇u⟩,
m = −(i/2)⟨∇u|×(H−ε)|∇u⟩.

Here ∇ acts on k, and m is the orbital moment. In two dimensions B, Ω and m denote z components, ∫ₖ means ∫d²k/(2π)², and a sum over bands is understood. Transport coefficients are defined at B = 0 by j = σE + α(−∇T), and their antisymmetric parts are meant. Skew scattering and side jump are omitted. The Zeeman coupling to spin is also omitted, so m and the magnetization M below are orbital only. A spin moment would add to m in the level shift, in Remark 2 and in Lemma 2, and it cancels from the transport current in the same way as m.

Theorem. With e and ħ restored:

(a) The density of states in d dimensions is D/(2π)ᵈ, with D = 1 + (e/ħ)B·Ω to first order in B.

(b) A filled two-dimensional band of cell area A₀ has density

n = 1/A₀ + C eB/h, C = (1/2π)∫Ω d²k.

Its charge density ρ = −en obeys ∂ρ/∂B = σ_xy = −Ce²/h.

(c) If σ₀(E) is the intrinsic σ_xy at zero temperature with chemical potential E, and f is the Fermi function, then

α_xy = −(1/e)∫dE σ₀(E)[(E−μ)/T](−∂f/∂E).

If σ₀ is smooth over several k_BT around μ, the leading low-temperature form is

α_xy = −(π²k_B²T/3e) dσ₀/dμ.

**Lemma 1: packet dynamics**

A packet centred at r and k obeys

ṙ = ∇(ε−m·B) − k̇×Ω, k̇ = −E − ṙ×B.

Proof. Build the packet from e^{iq·r̂}|u⟩ with narrow amplitude w = |w|e^{−iγ(q)}. Since r̂e^{iq·r̂} = −i∇e^{iq·r̂}, integration by parts makes position act as i∇ on w and adds i|∇u⟩. The centre is therefore r = ∇γ + a.

Freeze the vector potential at the centre, so that k = q + A(r). In the variational Lagrangian ⟨i d/dt − H⟩, the phase gives ∂γ/∂t = dγ/dt − q̇·(r−a), and the changing basis gives Ȧ·a. Drop dγ/dt and add the total derivative d(q·r)/dt. The result is q·ṙ + (q̇+Ȧ)·a, hence

L = (k−A)·ṙ + a·k̇ − ε + m·B + φ.

The moment term comes from the remaining potential ½B×(r̂−r), whose energy is ½B·⟨(r̂−r)×v̂⟩ with v̂ = ∇H. The interband part of (r̂−r) is i(1−P)|∇u⟩, where P = |u⟩⟨u|. Differentiating (H−ε)|u⟩ = 0 gives

(1−P)(∂ⱼH)|u⟩ = −(H−ε)|∂ⱼu⟩.

Thus ⟨(r̂−r)ᵢv̂ⱼ⟩ = Re[i⟨∂ᵢu|(H−ε)|∂ⱼu⟩]. The matrix inside is Hermitian in i and j, so this real part is antisymmetric. The intraband part vanishes for a narrow packet after taking the real part. Therefore ⟨(r̂−r)×v̂⟩ = −2m, and the energy is −m·B.

Variation with respect to k gives

ṙ + ∇(k̇·a) − (k̇·∇)a = ∇(ε−m·B).

The two middle terms equal k̇×Ω, which proves the first equation. Variation with respect to r in uniform B gives

k̇ = ∂A/∂t + (ṙ·∇ᵣ)A − ∇ᵣ(A·ṙ) + ∇ᵣφ = −E − ṙ×B. ∎

**Proof of (a)**

The velocity terms of L define the one-form θ = (k−A)·dr + a·dk. Its antisymmetric derivative ω_ab = ∂_aθ_b − ∂_bθ_a has the block matrix

ω = [ −[B], −1 ; 1, [Ω] ], [v]ᵢⱼ = Σₗ εᵢⱼₗvₗ.

The lower-left block is the identity and commutes with [Ω], so det ω = det(1−[B][Ω]). The product of two ε symbols gives

([B][Ω])ᵢₖ = ΩᵢBₖ − (B·Ω)δᵢₖ.

With s = 1+B·Ω, the remaining matrix is sδᵢₖ − ΩᵢBₖ. Two of its eigenvalues are s and the third is s−B·Ω = 1. Hence det ω = s².

In local canonical coordinates (Q,P) the corresponding matrix has determinant one. A change of coordinates multiplies the determinant by the square of the Jacobian, so

dQ dP = √(det ω) dr dk = (1+B·Ω)dr dk

for weak fields. Semiclassical quantization assigns one state to each (2π)ᵈ of canonical volume. This fixes c = 1. Conservation of phase volume alone would leave D undetermined up to a factor that is constant along the motion. ∎

The determinant holds for any B with this L. As a statement about electrons the result is first order, because stronger fields also change the states from which Ω is built.

**Proof of (b)**

For a filled band f = 1, so the energy shift −mB has no effect on occupation. Then

n = ∫ₖ(1+BΩ) = 1/A₀ + CB/(2π).

Restoring units gives B/(2π) → eB/h. The number C is an integer: smooth states can be chosen on a disk in the zone and, separately, on the rest of the zone. Stokes' theorem turns the total flux of Ω into the winding of their relative phase around the edge of the disk. This is a multiple of 2π, because both sets of states are single-valued on that closed curve.

At B = 0, Lemma 1 gives ṙ = ∇ε + E×Ω. The integral of ∇ε over a filled band vanishes by periodicity. For E along y, (E×Ω)_x = E_yΩ, and the charge −1 gives

σ_xy = −∫ₖfΩ = −C/(2π) → −Ce²/h.

Charge conservation gives the same link without using D. With j_x = σ_xyE_y and j_y = −σ_xyE_x,

∂ρ/∂t = −∇ᵣ·j = −σ_xy(∂_xE_y−∂_yE_x) = σ_xy ∂B/∂t,

the last step being Faraday's law. ∎

Remark 1. Time reversal imposes Ω(−k) = −Ω(k), so C = 0 and the filled-band charge does not change, although D can still vary with k. For C ≠ 0 at fixed μ in the gap, edges or a reservoir supply the electrons. In three dimensions the density change is (e/ħ)B·∫Ω d³k/(2π)³.

Remark 2. In a metal at fixed μ, the occupation also responds to the moment. Differentiating n = ∫ₖD f(ε−mB) at B = 0 gives

∂n/∂B = ∫ₖ[fΩ + m(−∂f/∂ε)].

The pure curvature result therefore belongs to filled bands.

**Lemma 2: magnetization**

Let x = (ε−μ)/(k_BT) and ℓ = ln(1+e^{−x}). At B = 0,

M = ∫ₖfm + M_Ω, M_Ω = k_BT∫ₖΩℓ.

Proof. The grand potential per area is

G = −k_BT∫ₖ(1+BΩ) ln[1+e^{−(ε−mB−μ)/k_BT}].

Take M = −∂G/∂B at fixed μ and T. Differentiating the density factor gives M_Ω. Differentiating the logarithm gives fm/(k_BT), and the prefactor k_BT leaves fm. ∎

**Lemma 3: intrinsic Nernst conductivity**

Let s = k_B(xf+ℓ). Then α_xy = ∫ₖΩs, or (e/ħ)∫ₖΩs with units restored.

Proof. Expanding the current density of a packet about its centre gives −ṙδ plus a first-moment term, where δ is a delta function at the centre. By Lemma 1 the first moment is antisymmetric, so this term is ∇ᵣ×(mδ). In a locally thermal distribution

j_local = −∫ₖfṙ + ∇ᵣ×∫ₖfm.

Here μ(r) is measured from the local band energies. The term ∫ₖf∇ε vanishes, since it is the integral of a k-gradient. Relaxation with a scalar scattering time adds terms proportional to vᵢvⱼ, which are symmetric and do not enter the Hall parts.

Part of j_local is the magnetization current ∇ᵣ×M. Its flux through a complete cross-section is zero because M vanishes outside the sample, so it must be subtracted to obtain the transport current. The moment terms cancel:

j = −E×∫ₖfΩ − ∇ᵣ×(M_Ω ẑ).

Its x component is

j_x = −E_y∫ₖfΩ − (∂_yT)∂M_Ω/∂T − (∂_yμ)∂M_Ω/∂μ.

Comparison with j_x = α_xy(−∂_yT) gives α_xy = ∂M_Ω/∂T. Since ∂x/∂T = −x/T and ∂ℓ/∂x = −f, the derivative of k_BTℓ is k_B(ℓ+xf) = s. Also ∂M_Ω/∂μ = ∫ₖfΩ, so E and ∇μ enter as E+∇μ/e, as equilibrium requires. ∎

Substituting x = ln[(1−f)/f] gives

s = −k_B[f ln f + (1−f)ln(1−f)],

the entropy of one level. States far below or far above μ carry little entropy, so they matter little for α_xy even where their curvature is large.

**Proof of (c)**

At zero temperature σ₀(E) = −∫ₖΩ θ(E−ε). For a single level, integration by parts gives

∫_ε^∞ dE [(E−μ)/T](−∂f/∂E)
= (ε−μ)f(ε)/T + (1/T)∫_ε^∞ f dE
= k_Bxf + k_Bℓ = s.

Multiplying by Ω and integrating over k gives α_xy = −∫dE σ₀(E)[(E−μ)/T](−∂f/∂E). Restoring charge supplies 1/e.

For the low-temperature form set E = μ+k_BTy and g(y) = eʸ/(1+eʸ)². This kernel is even, with

∫y²g dy = 4∫₀^∞ y dy/(eʸ+1) = π²/3,
∫y⁴g dy = 8∫₀^∞ y³dy/(eʸ+1) = 7π⁴/15.

Expanding σ₀ about μ removes the even terms and leaves

α_xy = −(π²k_B²T/3e)σ₀′ − (7π⁴k_B⁴T³/90e)σ₀‴ + … .

The first term is the Mott form. The next one, relative to it, is (7π²/30)(k_BT)²σ₀‴/σ₀′, provided σ₀′ ≠ 0. ∎

Remark 3. With μ in a gap, σ₀′ = 0 and the Mott form gives zero. In the full formula each band gives an activated contribution, since s ≈ k_B(1+|x|)e^{−|x|} for large |x|. A band edge within a few k_BT of μ also invalidates the expansion, while the energy integral in (c) remains valid.

**Remark 4: the reciprocal heat current**

An electric field provides a second route to α_xy. With k̇_y = −E_y, the Schrödinger equation gives the interband correction |δu⟩ through

(H−ε)|δu⟩ = −iE_y(1−P)|∂_yu⟩.

The heat-current operator is ½{H−μ,v_x}. Using the identity for (∂ₓH)|u⟩ from Lemma 1, its mean per unit E_y is the z component of i⟨∇u|×[(H+ε)/2−μ]|∇u⟩, which equals (ε−μ)Ω−m. The local heat response is therefore

K = ∫ₖf[(ε−μ)Ω−m].

The potential energy carried by magnetization currents contains the circulating flow ∇ᵣ×(φM) = −E×M for uniform M. Subtracting it adds M to the transport coefficient. Onsager reciprocity then requires

Tα_xy = K+M = ∫ₖΩ[f(ε−μ)+k_BTℓ] = T∫ₖΩs,

in agreement with Lemma 3.

**A lattice example**

Take a square lattice with spacing a₀ = 4 Å and hopping t = 0.5 eV. With wavevectors in units of 1/a₀ and Pauli matrices σᵢ,

H = t[sin kₓ σₓ + sin k_y σ_y + (−1.2+cos kₓ+cos k_y)σ_z − 0.1(cos kₓ+cos k_y)].

These are round model parameters. The lower band ends at −0.50 eV, the upper begins at 0.30 eV, and the lower band has C = 1.

At the zone centre the matrix part is 0.8tσ_z, with splitting 1.6t, while ∂ₓH = tσₓ and ∂_yH = tσ_y. The lower and upper states are the down and up states. Inserting the upper state into the definition of Ω gives

Ω = a₀² i[(1)(−i)−(i)(1)]/1.6² = 2a₀²/2.56 = 12.5 Å².

The upper band has the opposite value. At 10 T, eB/ħ = 1.519×10⁻⁴ Å⁻², so D is 1.0019 in the lower band and 0.9981 in the upper. The filled lower band gains

δn = 1.519×10⁻⁴/(2π) = 2.418×10⁻⁵ Å⁻² = 2.418×10¹¹ cm⁻².

Relative to the zero-field density 0.0625 Å⁻², this is 3.87×10⁻⁴.

A direct test uses the lattice levels with 1/40 flux quantum per cell. For 40 cells, 41 levels lie below the gap for positive B and 39 for negative B. When −1.2 is replaced by −3, C vanishes and the count is 40 for both signs. This confirms the sign and the coefficient in (b).

Now place μ at 0.40 eV. The upper-band pocket contributes −0.3513 to the curvature flux divided by 2π. At zero temperature

σ_xy = −(1−0.3513)e²/h = −0.6487 e²/h = −25.13 μS.

The curvature flux of the pocket is opposite in sign to the total flux of the filled band, so the pocket reduces |σ_xy|. The slope is 2.849 (e²/h)/eV. At 80 K, k_BT = 0.006894 eV, and the Mott form gives

α_xy = −(π²/3)(0.006894)(2.849) k_Be/h = −0.0646 k_Be/h.

The entropy formula gives −0.0648 k_Be/h, or −0.216 nA/K. Relative to the Mott value, the difference is 0.08% at 40 K and 0.33% at 80 K. Their ratio, 4.04, agrees with the predicted T² growth.

At 300 K the relative difference is −1.6%, whereas T² scaling from 80 K would give +4.7%. The leading correction has ceased to suffice: the band edge is then only 3.9k_BT below μ. Closer to the edge, at μ = 0.31 eV and 80 K, the full result is −0.0716 k_Be/h and the Mott value −0.0953 k_Be/h. The Mott form is too large in magnitude mainly because it assigns the local slope to all thermal energies, including those in the gap where the slope is zero; the fall of the slope with energy inside the band adds a smaller part. The energy integral in (c), evaluated from a separately computed Fermi pocket, reproduces the entropy formula at 80 K for both chemical potentials.

The reciprocal route was tested at 900 K and μ = 0.40 eV. The flux derivative of the grand potential gives M = 0.2493 e·eV/h, equal to Lemma 2 at this precision. Integrating the Schrödinger equation in a slowly switched electric field gives K = −0.2883 e·eV/h. Their sum, divided by T, is −0.5029 k_Be/h; the entropy formula gives −0.5035 k_Be/h. K and M largely cancel, so a small numerical error in either is magnified in their sum. The complete numerical output follows.

Values computed for the example and the checks

```
hopping t = 0.50 eV, lattice constant = 4.0 angstrom
mass parameter = -1.2, scalar hopping parameter = -0.1
top of lower band = -0.5000 eV
bottom of upper band = 0.3000 eV
Chern number of lower band = 1.000000
Chern number for mass parameter -3 = 0.000000
lower-band curvature at zone centre = 12.5000 angstrom^2
field B = 10.0 T
eB/hbar = 1.51927e-04 angstrom^-2
D at zone centre, lower band = 1.001899
D at zone centre, upper band = 0.998101
filled-band density at B=0 = 0.062500 angstrom^-2
density change at B = 2.41799e-05 angstrom^-2
same, converted = 2.41799e+11 cm^-2
relative density change = 3.86878e-04
flux test: 1/40 quantum per cell, field = 646.2 T
levels below gap per 40 cells, +B = 41, -B = 39
same, zero Chern number, +B = 40, -B = 40
hot test: T = 900 K, k_B T = 0.07756 eV, mu = 0.40 eV
magnetization, formula = 0.24932 e eV/h
magnetization, flux derivative = 0.24932 e eV/h
sigma_xy, formula = -0.63936 e^2/h
sigma_xy, driven Schrodinger equation = -0.63928 e^2/h
heat response K, driven = -0.28832 e eV/h
alpha_xy, entropy formula = -0.50349 k_B e/h
alpha_xy, (K+M)/T = -0.50289 k_B e/h
sigma_xy in gap, T=0 = -1.00000 e^2/h
pocket curvature flux/2pi at mu=0.40 eV = -0.35132
sigma_xy at mu=0.40 eV, T=0 = -0.64868 e^2/h
same, converted = -25.130 microsiemens
d sigma_xy/d mu at 0.40 eV = 2.84935 (e^2/h)/eV
k_B T at 80 K = 0.006894 eV
T=40 K: alpha_xy = -0.032338, Mott = -0.032311 k_B e/h, exact/Mott-1 = 0.082 %
T=80 K: alpha_xy = -0.064837, Mott = -0.064623 k_B e/h, exact/Mott-1 = 0.331 %
T=300 K: alpha_xy = -0.238509, Mott = -0.242336 k_B e/h, exact/Mott-1 = -1.579 %
error ratio 80 K / 40 K = 4.039
alpha_xy at 80 K, energy integral = -0.064837 k_B e/h
alpha_xy at 80 K, converted = -0.21645 nA/K
near edge: mu = 0.31 eV, T = 80 K
d sigma_xy/d mu there = 4.20348 (e^2/h)/eV
alpha_xy = -0.071606, Mott = -0.095335 k_B e/h
energy integral there = -0.071606 k_B e/h
exact/Mott-1 there = -24.89 %
```
